# Convergence of Rayleigh-Schroedinger series below half the level distance: test program

```python
"""
Result under test: for H(lam) = H0 + lam*V, with an isolated nondegenerate
level E0 of H0 at distance d from the rest of the spectrum and V bounded
Hermitian, the Rayleigh-Schroedinger series converges for
|lam| < d/(2*||V||).  The two-level matrix [[0, lam*v], [lam*v, d]] has
exactly this radius, so the constant 1/2 cannot be improved.
Symbols: q = 2*||V||/d; norms are operator norms; energies are in eV.
The target level has E0 = 0 in every example.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import binom

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
d = 4.0
rng = np.random.default_rng(7)


def rs_series(levels, V, target, order):
    """Energy and vector coefficients from the perturbation recursion."""
    size = len(levels)
    energy = np.zeros(order + 1, complex)
    vector = np.zeros((order + 1, size), complex)
    energy[0] = levels[target]
    vector[0, target] = 1.0
    reduced = np.zeros(size)
    others = np.arange(size) != target
    reduced[others] = 1.0 / (levels[target] - levels[others])
    for n in range(1, order + 1):
        w = V @ vector[n - 1]
        energy[n] = w[target]
        if n > 1:
            w = w - energy[1:n] @ vector[n - 1:0:-1]
        vector[n] = reduced * w
    return energy, vector


def random_hermitian(size, norm):
    A = rng.normal(size=(size, size)) + 1j * rng.normal(size=(size, size))
    A = A + A.conj().T
    return A * norm / np.linalg.norm(A, 2)


def level_near_zero(H):
    values = np.linalg.eigvalsh(H)
    return values[np.argmin(abs(values))]


levels5 = np.array([-5.0, 0.0, 4.0, 6.5, 9.0])
levels2 = np.array([0.0, d])
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
angles = 2 * np.pi * np.arange(240) / 240

# Largest resolvent norm on circles of several radii around the target level
radii = [1.0, 1.5, 2.0, 2.5, 3.0]
peak = []
for radius in radii:
    peak.append(max(np.linalg.norm(np.linalg.inv(
        radius * np.exp(1j * t) * np.eye(5) - np.diag(levels5)), 2)
        for t in angles))
assert abs(peak[2] - 2 / d) < 1e-12
assert np.argmin(peak) == 2

# Complex couplings inside the disc: one enclosed level, energy and vector bounds
samples = [(levels2, flip * 1.0, 0)]
samples += [(levels5, random_hermitian(5, 1.0), 1) for _ in range(8)]
for levels, V, target in samples:
    for fraction in (0.3, 0.6, 0.9, 0.98):
        strength = fraction * d / 2
        for t in angles[::10]:
            H = np.diag(levels) + strength * np.exp(1j * t) * V
            values, vectors = np.linalg.eig(H)
            inside = np.flatnonzero(abs(values) < d / 2)
            assert len(inside) == 1
            assert abs(values[inside[0]]) <= strength + 1e-10
            psi = vectors[:, inside[0]]
            assert abs(psi[target]) > 1e-6
            psi = psi / psi[target]
            psi[target] = 0.0
            assert np.linalg.norm(psi) <= strength / (d - 2 * strength) + 1e-9

# Coefficients from contour integrals of the Neumann series against the recursion
V_test = random_hermitian(5, 1.8)
coefficients, _ = rs_series(levels5, V_test, 1, 8)
projectors = np.zeros((9, 5, 5), complex)
for t in angles:
    z = d / 2 * np.exp(1j * t)
    G0 = np.diag(1 / (z - levels5))
    term = G0.copy()
    for n in range(9):
        projectors[n] += term * z / len(angles)
        term = term @ V_test @ G0
for n in range(1, 9):
    contour_energy = np.trace(np.diag(levels5) @ projectors[n]
                              + V_test @ projectors[n - 1])
    assert abs(contour_energy - coefficients[n]) < 1e-10

# General theorem on random five-level matrices close to the threshold
q5 = 0.9
norm5 = q5 * d / 2
worst_ratio = 0.0
worst_final = 0.0
for _ in range(20):
    V5 = random_hermitian(5, norm5)
    E5, psi5 = rs_series(levels5, V5, 1, 200)
    H5 = np.diag(levels5) + V5
    exact5 = level_near_zero(H5)
    orders = np.arange(201)
    errors = abs(np.cumsum(E5) - exact5)
    bounds = d / 2 * q5 ** (orders + 1) / (1 - q5)
    assert np.all(errors <= bounds + 1e-11)
    assert np.all(abs(E5[1:]) <= d / 2 * q5 ** orders[1:] + 1e-12)
    total = psi5.sum(axis=0)
    assert np.linalg.norm(H5 @ total - exact5 * total) < 1e-5
    worst_ratio = max(worst_ratio, np.max(errors[:41] / bounds[:41]))
    worst_final = max(worst_final, errors[-1])
assert worst_final < 1e-7

# A constant shift changes only the first order, even when the norm is large
shift = 5.0
V_shifted = V5 + shift * np.eye(5)
E_shifted, _ = rs_series(levels5, V_shifted, 1, 200)
difference = E_shifted - E5
assert abs(difference[1] - shift) < 1e-11
assert np.max(abs(difference[2:])) < 1e-9
norm_shifted = np.linalg.norm(V_shifted, 2)
spread = np.ptp(np.linalg.eigvalsh(V_shifted))
assert norm_shifted > d / 2 and spread < d
shifted_exact = np.linalg.eigvalsh(np.diag(levels5) + V_shifted)
shifted_error = np.min(abs(shifted_exact - E_shifted.sum()))
assert shifted_error < 1e-7

# Two-level matrix: series, branch points and measured convergence radius
couplings = [1.5, 2.0, 2.5]
lam = sp.symbols("lam")
x = sp.symbols("x")
results = []
for v in couplings:
    q = 2 * v / d
    E, _ = rs_series(levels2, v * flip, 0, 400)
    E = E.real
    k = np.arange(1, 201)
    formula = -d / 2 * binom(0.5, k) * q ** (2.0 * k)
    assert np.allclose(E[2::2], formula, rtol=1e-9, atol=0)
    assert np.max(abs(E[1::2])) == 0
    vs, ds = sp.Rational(str(v)), sp.Rational(str(d))
    matrix = sp.Matrix([[0, lam * vs], [lam * vs, ds]])
    secular = (matrix - x * sp.eye(2)).det()
    roots = sp.solve(sp.discriminant(secular, x), lam)
    assert len(roots) == 2
    for root in roots:
        assert sp.re(root) == 0
        rest = matrix.subs(lam, root) - ds / 2 * sp.eye(2)
        assert sp.simplify(rest * rest) == sp.zeros(2)
        assert rest != sp.zeros(2)
    branch = float(sp.Abs(roots[0]))
    assert abs(branch - d / (2 * np.linalg.norm(v * flip, 2))) < 1e-12
    even = abs(E[2::2])
    slope = 61 * even[60] / even[59] - 60 * even[59] / even[58]
    measured = 1 / np.sqrt(slope)
    assert abs(measured - branch) < 1e-8
    values = np.linalg.eigvalsh(np.diag(levels2) + v * flip)
    assert abs(values[0] - d / 2 * (1 - np.sqrt(1 + q * q))) < 1e-12
    assert abs(values[1] - values[0] - np.sqrt(d * d + 4 * v * v)) < 1e-12
    results.append((v, q, E, values, branch, measured))

below, edge, above = results
sums = [np.cumsum(item[2]) for item in results]
deviation = [abs(s - item[3][0]) for s, item in zip(sums, results)]
n_all = np.arange(401)
bound_below = d / 2 * below[1] ** (n_all + 1) / (1 - below[1])
assert np.all(deviation[0] <= bound_below + 1e-12)
assert deviation[0][-1] < 1e-12
assert np.all(deviation[1][2:399:2] <= abs(edge[2][4::2]) + 1e-12)
assert deviation[1][-1] < 1e-3
absolute_sum = np.sum(abs(edge[2]))
tail = d / 2 / np.sqrt(np.pi * 200)
assert abs(absolute_sum + tail - d / 2) < 1e-3
assert np.all(np.diff(abs(above[2][10::2])) > 0)
assert deviation[2][-1] > 1e10

print(f"Distance to nearest level d = {d:.3f} eV")
print(f"Threshold norm d/2 = {d/2:.3f} eV = {d/2/HARTREE_EV:.6f} hartree")
print("Largest resolvent norm on circles, five-level H0:")
for radius, value in zip(radii, peak):
    print(f"  circle radius {radius:.1f} eV: {value:.6f} 1/eV")
print("Two-level model at lam = 1:")
for v, q, E, values, branch, measured in results:
    print(f"  v = {v:.1f} eV, q = {q:.3f} (no unit)")
    print(f"    exact lower level {values[0]:.6f} eV")
    print(f"    gap {values[1]-values[0]:.6f} eV")
    print(f"    branch-point modulus {branch:.6f} (no unit)")
    print(f"    radius from coefficients {measured:.6f} (no unit)")
print(f"Lower level for v = 1.5 eV: {below[3][0]/HARTREE_EV:.6f} hartree")
print("Energy terms for v = 1.5 eV:")
for n in (2, 4, 6, 8):
    print(f"  order {n}: {below[2][n]:.6f} eV")
print("Partial sums in eV for v = 1.5, 2.0, 2.5 eV:")
for n in (2, 4, 8, 16, 32, 64):
    print(f"  order {n:2d}: " + "  ".join(f"{s[n]:.6f}" for s in sums))
print("v = 1.5 eV, actual error and error bound:")
for n in (4, 8, 16, 32):
    print(f"  order {n:2d}: {deviation[0][n]:.3e} eV, {bound_below[n]:.3e} eV")
print(f"v = 2.0 eV, error at order 400: {deviation[1][400]:.3e} eV")
print(f"v = 2.0 eV, sum of |E_n| to order 400: {absolute_sum:.6f} eV")
print("Five-level H0 levels:", ", ".join(f"{e:.1f}" for e in levels5), "eV")
print(f"20 random V, each of norm {norm5:.3f} eV, q = {q5:.2f}")
print(f"  largest error/bound to order 40: {worst_ratio:.4f} (no unit)")
print(f"  largest error at order 200: {worst_final:.2e} eV")
print(f"Last V shifted by {shift:.1f} eV: norm {norm_shifted:.4f} eV")
print(f"  spread of its spectrum {spread:.4f} eV")
print(f"  error at order 200: {shifted_error:.2e} eV")
print("verified")
```

Running it gives:

```
Distance to nearest level d = 4.000 eV
Threshold norm d/2 = 2.000 eV = 0.073499 hartree
Largest resolvent norm on circles, five-level H0:
  circle radius 1.0 eV: 1.000000 1/eV
  circle radius 1.5 eV: 0.666667 1/eV
  circle radius 2.0 eV: 0.500000 1/eV
  circle radius 2.5 eV: 0.666667 1/eV
  circle radius 3.0 eV: 1.000000 1/eV
Two-level model at lam = 1:
  v = 1.5 eV, q = 0.750 (no unit)
    exact lower level -0.500000 eV
    gap 5.000000 eV
    branch-point modulus 1.333333 (no unit)
    radius from coefficients 1.333333 (no unit)
  v = 2.0 eV, q = 1.000 (no unit)
    exact lower level -0.828427 eV
    gap 5.656854 eV
    branch-point modulus 1.000000 (no unit)
    radius from coefficients 1.000000 (no unit)
  v = 2.5 eV, q = 1.250 (no unit)
    exact lower level -1.201562 eV
    gap 6.403124 eV
    branch-point modulus 0.800000 (no unit)
    radius from coefficients 0.800000 (no unit)
Lower level for v = 1.5 eV: -0.018375 hartree
Energy terms for v = 1.5 eV:
  order 2: -0.562500 eV
  order 4: 0.079102 eV
  order 6: -0.022247 eV
  order 8: 0.007821 eV
Partial sums in eV for v = 1.5, 2.0, 2.5 eV:
  order  2: -0.562500  -1.000000  -1.562500
  order  4: -0.483398  -0.750000  -0.952148
  order  8: -0.497824  -0.796875  -0.963324
  order 16: -0.499917  -0.816589  -0.678287
  order 32: -0.500000  -0.824127  5.485174
  order 64: -0.500000  -0.826887  3005.513419
v = 1.5 eV, actual error and error bound:
  order  4: 1.660e-02 eV, 1.898e+00 eV
  order  8: 2.176e-03 eV, 6.007e-01 eV
  order 16: 8.337e-05 eV, 6.014e-02 eV
  order 32: 3.071e-07 eV, 6.027e-04 eV
v = 2.0 eV, error at order 400: 9.955e-05 eV
v = 2.0 eV, sum of |E_n| to order 400: 1.920261 eV
Five-level H0 levels: -5.0, 0.0, 4.0, 6.5, 9.0 eV
20 random V, each of norm 1.800 eV, q = 0.90
  largest error/bound to order 40: 0.0761 (no unit)
  largest error at order 200: 3.75e-15 eV
Last V shifted by 5.0 eV: norm 6.4891 eV
  spread of its spectrum 3.2891 eV
  error at order 200: 8.88e-16 eV
verified
```
